# Thermal loss of two-dimensional screening at zero wave vector and at 2kF

## Definitions and conventions

Formulas are in Hartree atomic units, and $T$ stands for $k_BT$. The electrons occupy one subband with energy $E(k)=k^2/(2m)$ and total degeneracy $g$ (spin times valley). Their density $n$ is held fixed as the temperature changes. The density of states is constant above the band bottom,

$$N_0=\frac{gm}{2\pi},\qquad n=\frac{gk_F^2}{4\pi}=N_0E_F,\qquad t\equiv\frac{T}{E_F}.$$

Screening is treated in the static random-phase approximation (RPA), without disorder at first. The dielectric function relative to the background constant $\kappa$ is

$$\epsilon(q)=1+\frac{q_{TF}}{q}F(q)\,P(q,T),\qquad q_{TF}=\frac{2\pi N_0}{\kappa}=\frac{gm}{\kappa}.$$

Here $F(q)$ is the form factor of the layer, equal to 1 for a sheet, and $P=\Pi/N_0$ is the polarizability divided by the density of states. With $f$ the Fermi function and $\Pi$ counted positive,

$$\Pi(q,T)=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f(\mathbf k-\mathbf q/2)-f(\mathbf k+\mathbf q/2)}{E(\mathbf k+\mathbf q/2)-E(\mathbf k-\mathbf q/2)}.\tag{1}$$

The quantity of interest is the fractional loss $L=1-P$. The results derived below are

$$L(0,T)=e^{-1/t},\qquad L(2k_F,T)\simeq 0.536\,\sqrt t .$$

These are laws for the polarizability. The change of $\epsilon$ is $L$ multiplied by $q_{TF}F/q$.

## Which electrons screen at wave vector q

The denominator of (1) is $\mathbf k\cdot\mathbf q/m$. The numerator vanishes where it does, so the integrand is regular. To separate the two terms, cut out a symmetric strip around $\mathbf k\cdot\mathbf q=0$; each term then becomes a principal value.

In the first term replace $\mathbf k$ by $\mathbf k+\mathbf q/2$, which gives $mf(k)/(\mathbf k\cdot\mathbf q+q^2/2)$. In the second replace $\mathbf k$ by $\mathbf k-\mathbf q/2$, which gives $-mf(k)/(\mathbf k\cdot\mathbf q-q^2/2)$; reversing $\mathbf k$ turns this into the first expression. The terms are equal, and

$$\Pi=2gm\,\mathcal P\!\!\int\!\frac{d^2k}{(2\pi)^2}\frac{f(k)}{\mathbf k\cdot\mathbf q+q^2/2}.$$

The angular integral has the form $\int_0^{2\pi}d\varphi/(A+B\cos\varphi)$ with $A=q^2/2$ and $B=kq$. With $w=\tan(\varphi/2)$ it becomes

$$\int_{-\infty}^{\infty}\frac{2\,dw}{(A+B)+(A-B)w^2}.$$

For $A>B$, that is $k<q/2$, this equals $2\pi/\sqrt{A^2-B^2}=2\pi/\big(q\sqrt{q^2/4-k^2}\big)$. For $A<B$ the integrand is proportional to $1/(w_0^2-w^2)$ with $w_0^2=(B+A)/(B-A)$. Its antiderivative is proportional to $\ln|(w_0+w)/(w_0-w)|$, which vanishes at both infinities and takes equal values on the two sides of each pole. The principal value is therefore zero: states with $k>q/2$ give positive and negative contributions that cancel over angle. What remains is

$$P(q,T)=\frac2q\int_0^{q/2}\frac{k\,f(k)\,dk}{\sqrt{q^2/4-k^2}}.\tag{2}$$

Now set $k=(q/2)\sqrt{1-u^2}$. Then $k\,dk=-(q^2/4)\,u\,du$ and the root equals $(q/2)u$. The prefactors combine to $(2/q)(q^2/4)/(q/2)=1$, and the minus sign restores the order of the limits. With $x=(q/2k_F)^2$,

$$P(q,T)=\int_0^1 f\big(xE_F(1-u^2)\big)\,du .\tag{3}$$

Screening at $q$ is thus an average of occupations from the band bottom up to the energy $xE_F=q^2/(8m)$, with states crowded towards the upper end. Correspondingly, $L$ is the average of the hole probability $1-f$ over the same states.

At $T=0$ and $q\le 2k_F$ all these states are full and $P=1$. For $q>2k_F$ the states with $u<\sqrt{1-1/x}$ are empty, so $L=\sqrt{1-(2k_F/q)^2}$. The square-root onset at $2k_F$ is already present at zero temperature.

## Why the two temperature laws differ

**Chemical potential.** The density condition is

$$N_0E_F=N_0\int_0^\infty f\,dE=N_0T\ln(1+e^{\mu/T}),$$

so that

$$e^{\mu/T}=e^{1/t}-1,\qquad \mu=E_F+T\ln(1-e^{-1/t}).\tag{4}$$

The constant density of states leaves no power-law shift of $\mu$.

**Zero wave vector.** At $x=0$ the average (3) samples the band bottom alone:

$$L(0,T)=\frac1{e^{\mu/T}+1}=e^{-1/t}.\tag{5}$$

Heating creates many holes near the Fermi level, but long-wavelength screening depends on holes a full $E_F$ below it.

**Twice the Fermi wave vector.** At $x=1$ the average reaches the Fermi level. A state labelled $u$ lies $E_Fu^2$ below $E_F$, so

$$L(2k_F,T)=\int_0^1\frac{du}{e^{(\mu-E_F+E_Fu^2)/T}+1}.$$

From (4), replacing $\mu$ by $E_F$ makes an exponentially small error. Extending the upper limit to infinity adds less than $\int_1^\infty e^{-u^2/t}du<(t/2)e^{-1/t}$, also exponentially small. With $u=\sqrt t\,s$,

$$L(2k_F,T)\simeq C\sqrt t,\qquad C=\int_0^\infty\frac{ds}{e^{s^2}+1}.\tag{6}$$

To evaluate $C$, put $s^2=y$, expand $1/(e^y+1)=\sum_{j\ge1}(-1)^{j+1}e^{-jy}$ and use $\int_0^\infty y^{-1/2}e^{-jy}dy=\sqrt{\pi/j}$:

$$C=\frac{\sqrt\pi}{2}\sum_{j\ge1}\frac{(-1)^{j+1}}{\sqrt j}=\frac{\sqrt\pi}{2}(1-\sqrt2)\,\zeta(\tfrac12)\approx0.536 .$$

The origin of the root is now visible. Holes occupy an energy window of width about $T$. Since energy below the Fermi level grows as $u^2$, that window covers a fraction of about $\sqrt{T/E_F}$ of the range of $u$. In (2) the same fact appears as the inverse-square-root weight at $k=q/2$, which sits at the Fermi edge when $q=2k_F$. A direct evaluation of the momentum integral (1) at $t=0.05$ and $0.1$ gives a growth exponent of 0.5000 between them.

## Between the two wave vectors

For $q<2k_F$ the highest state sampled lies $(1-x)E_F$ below the Fermi level. Setting $\mu\simeq E_F$ in (3) and $s=u\sqrt{x/t}$ gives, for $x\gg t$,

$$L\simeq\sqrt{\frac tx}\;\Phi\!\left(\frac{1-x}{t}\right),\qquad \Phi(y)=\int_0^\infty\frac{ds}{e^{y+s^2}+1}.\tag{7}$$

At $y=0$ this is (6). For $y\gg1$ the 1 in the denominator can be dropped, so $\Phi\simeq(\sqrt\pi/2)e^{-y}$ and

$$L\simeq\sqrt{\frac{\pi t}{4x}}\;e^{-(1-x)/t}.$$

The loss is therefore exponential at every fixed $q$ below $2k_F$, with activation energy $E_F-q^2/(8m)$. When $x$ is no longer large compared with $t$, equation (3) must be used, and it passes to (5) as $q\to0$.

The square-root behaviour is confined to $1-x\lesssim t$. Since $1-x\simeq2(1-q/2k_F)$ near the edge, this means $1-q/2k_F\lesssim t/2$.

## What this does to impurity scattering

An electron at the Fermi energy scattered through $\theta$ transfers $q=2k_F\sin(\theta/2)$. Large angles count most in momentum relaxation, so consider the average of $P$ with the normalized weight $(1-\cos\theta)/\pi$ on $0<\theta<\pi$. Put $s=\sin(\theta/2)$, for which $1-\cos\theta=2s^2$, $d\theta=2ds/\sqrt{1-s^2}$ and $x=s^2$:

$$\langle P\rangle=\frac4\pi\int_0^1\!\frac{s^2ds}{\sqrt{1-s^2}}\int_0^1\!du\,f\big(E_Fs^2(1-u^2)\big).$$

Replace $u$ by $w=s\sqrt{1-u^2}$, for which $|du|=w\,dw/\big(s\sqrt{s^2-w^2}\big)$, and exchange the order of integration:

$$\langle P\rangle=\frac4\pi\int_0^1\!w\,dw\,f(E_Fw^2)\int_w^1\!\frac{s\,ds}{\sqrt{(1-s^2)(s^2-w^2)}} .$$

With $r=s^2$ the inner integral is $\tfrac12\int_{w^2}^1dr/\sqrt{(1-r)(r-w^2)}=\pi/2$. Setting $\eta=w^2$ then gives $\langle P\rangle=\int_0^1f(E_F\eta)\,d\eta$. Fixed density means $\int_0^\infty f(E_F\eta)\,d\eta=1$, so the average loss is the thermal population above $E_F$:

$$\langle L\rangle=\int_1^\infty f(E_F\eta)\,d\eta=t\ln\!\big(1+e^{(\mu-E_F)/T}\big)=t\ln(2-e^{-1/t})\simeq t\ln2 .\tag{8}$$

The square root has become linear. The loss near backscattering has height of order $\sqrt t$, and it occupies a range of angles of order $\sqrt t$ around $\theta=\pi$.

Equation (8) is an average of the polarizability, not a mobility formula. A mobility also needs the angular dependence of the screened impurity potential and an average over electron energy. The energy average can contribute at the same order in $t$.

## How large: a GaAs quantum well

Take rough typical parameters: $n=3\times10^{11}$ cm$^{-2}$, a 10 nm well, $m=0.067$, $\kappa=12.9$ and $g=2$. The density of states is $2.80\times10^{10}$ meV$^{-1}$cm$^{-2}$, so $E_F=3\times10^{11}/(2.80\times10^{10})=10.7$ meV, or 124 K. At 10 K,

$$t=\frac{10}{124.4}=0.0804,\quad L(0)=e^{-12.44}=4.0\times10^{-6},\quad L(2k_F)=0.536\sqrt{0.0804}=0.152 .$$

| $T$ (K) | $L(0)$ | $L(2k_F)$ | $\langle L\rangle$ |
|---|---|---|---|
| 2.5 | $2.5\times10^{-22}$ | 0.076 | 0.014 |
| 10 | $4.0\times10^{-6}$ | 0.152 | 0.056 |
| 77 | 0.20 | 0.43 | 0.36 |
| 300 | 0.66 | 0.72 | 0.70 |

From 2.5 to 10 K the temperature rises fourfold and the loss at $2k_F$ doubles, while the angular average rises fourfold. At 77 K the two wave vectors still differ, but the loss at $q=0$ is no longer small. At 300 K, where $t=2.4$, the gas is not degenerate: the losses are similar, and $C\sqrt t=0.83$ overestimates the value 0.72 from (3).

The enhanced loss at 10 K is narrow in wave vector. It falls from 0.152 at $q=2k_F$ to 0.025 at $0.9$ of that value and to $4\times10^{-5}$ at half of it.

The effect on the potential depends on how strong screening is at $2k_F$. Here $q_{TF}/2k_F=0.715$ and, for a well with hard walls, $F(2k_F)=0.612$, so their product is $S=0.437$. The dielectric function falls from $1+S=1.437$ to $1+0.437\times0.848=1.371$. For a fixed impurity charge the squared backscattering potential rises by the factor $(1.437/1.371)^2=1.10$. For $S\gg1$ at the same $t$, the factor would approach $1/0.848^2=1.39$.

## Where real wells depart from the model

These numbers describe a high-mobility GaAs well in outline; they are not measurements. With hard walls the second subband lies 168 meV above the first. Finite barriers of 0.2 to 0.3 eV lower this to roughly 90 meV, still far above both $E_F$ and $k_BT$, so its neglect is safe at 10 K. Such barriers also let the electron density spread, which lowers $F(2k_F)$ to about 0.53 and the rise of the squared backscattering potential at 10 K from 10% to about 9%. Of the effects estimated here, the neglected disorder matters most for the part of the loss at $2k_F$ that is added by heating, although it changes the total loss at 10 K by only about 3%. A rough quantum lifetime of 5 ps gives a level half-width $\Gamma=0.066$ meV, against $k_BT=0.86$ meV at 10 K. Smearing the Fermi step with a Lorentzian of this width, at fixed $\mu=E_F$, gives a loss at $2k_F$ of 0.053 already at 0 K and 0.157 at 10 K. Heating then adds 0.104 instead of 0.152, about a third less. This averaging is phenomenological, but it shows how strict the condition is. The loss at 0 K is roughly $\sqrt{\Gamma/2E_F}$, so the thermal increment follows the square-root law only when $\sqrt{\Gamma/k_BT}\ll1$, in addition to $k_BT$ below $E_F$. Even $\Gamma=0.01\,k_BT$ removes about 13% of the increment.

The exponential law is more fragile. The same smearing gives a loss of about $2\times10^{-3}$ at $q=0$ and 0 K, far above $4\times10^{-6}$. That value rests on the distant Lorentzian tail and should be read as a warning, not as a prediction.

Non-parabolicity also replaces the exponential by a power. Let the density of states be $N_0(1+2aE/E_F)$ and measure energies in $E_F$. As $q\to0$ the difference quotient in (1) becomes $-f'$, so $\Pi/N_0=1+2a\mu$ up to exponentially small terms. The fixed density requires

$$\mu+a\mu^2+\frac{a\pi^2t^2}{3}=1+a .$$

To leading order $\mu=1-\delta$ with $\delta=a\pi^2t^2/[3(1+2a)]$. The loss relative to the zero-temperature value $1+2a$ is

$$L(0,T)\simeq\frac{2a\delta}{1+2a}=\frac{2\pi^2a^2t^2}{3(1+2a)^2}.$$

A rough non-parabolicity of 0.6 eV$^{-1}$ gives $a=0.0064$. The resulting loss is $1.7\times10^{-6}$ at 10 K, comparable with the exponential term. At 5 K it is $4\times10^{-7}$, while the exponential term is $1.6\times10^{-11}$. These values hold for the linear density of states assumed above. For a general density of states $D(E)$, the Sommerfeld expansion gives $\Pi=D(\mu)+\tfrac{\pi^2t^2}{6}D''$ and $\mu=1-\tfrac{\pi^2t^2}{6}D'/D$, so that $L(0,T)\simeq-\tfrac{\pi^2t^2}{6}(\ln D)''$ at $E_F$. The curvature $D''$ enters at the same order $a^2$: a dispersion $E=\varepsilon(1-a\varepsilon)$, with $\varepsilon$ the parabolic energy and the same $a$, has $D\propto(1-4aE)^{-1/2}$ and gives about $-3.7\times10^{-6}$ at 10 K, a gain instead of a loss. Only the order of magnitude of the correction is fixed by the non-parabolicity parameter. The pure exponential law survives only when $(\ln D)''$ vanishes near $E_F$, as it does for a constant density of states. In this clean estimate the power-law correction remains negligible in size.

Exchange and correlation beyond the RPA change the magnitude at $2k_F$. A Hubbard local field $G=0.447$, held fixed with temperature, replaces $P$ by $P/(1-GSP)$. It raises the zero-temperature polarizability by a factor 1.24 and the fractional loss at 10 K from 0.152 to 0.18.

## What to do about it

**Use a wave-vector-dependent polarizability.** Multiplying $q_{TF}$ by the $q=0$ thermal factor $1-e^{-1/t}$ at all $q$ misses nearly the whole effect in a degenerate gas: at 10 K it lowers the polarizability by four parts per million where (3) gives 15% at $2k_F$. Equation (3) with (4) costs one smooth integral per wave vector and holds at any $t$ within the clean parabolic model.

**Ask where the charges are.** A charge at distance $d$ from a thin electron layer has its squared potential reduced by $e^{-2qd}$. For $d=20$ nm and $2k_F=0.275$ nm$^{-1}$ this factor is $e^{-11}\approx2\times10^{-5}$ at backscattering. Remote dopants with $k_Fd\gg1$ therefore scatter mainly at small $q$, where thermal loss of screening is exponentially weak in the clean parabolic model. The thermal change of their scattering rate is then set by the small remaining weight near $2k_F$. It is still linear in $T$ at low temperature, but small: about $2\times10^{-4}$ at the Fermi energy at 10 K for $d=20$ nm. Impurities inside the well keep a substantial part of their large-angle scattering and feel the loss near $2k_F$. The finite width of the layer already matters here: averaging $e^{-2k_F|z-z_0|}$ over the hard-wall density and squaring gives about 0.48 for a charge at the centre of the well, but only 0.08 for one at its edge.

**Raise the density if this loss must be reduced.** At fixed temperature and mass, $E_F\propto n$, so $L(2k_F)\propto n^{-1/2}$ while the gas stays degenerate and in one subband. This rule concerns the screening loss alone; other scattering mechanisms may respond differently to density.

**Do not read a square root into the mobility.** For impurities whose screened potential varies smoothly near backscattering, the angular average turns the $\sqrt T$ loss at one wave vector into a contribution linear in $T$. The numerical output below gives further temperatures and wave vectors for the same well.

## Table of computed values

```
density 3.0e+11 cm^-2, well width 10 nm
mass 0.067 m_e, kappa 12.9, degeneracy g 2
band density of states 2.799e+10 /(meV cm^2)
EF 10.72 meV, EF/k 124.4 K
kF 0.1373 /nm, 2kF 0.2746 /nm
qTF 0.1963 /nm, qTF/2kF 0.715
form factor at 2kF 0.612, S = qTF F/2kF 0.437
constant C 0.53608
exponent of loss at 2kF, t 0.05 to 0.1: 0.50002
T (K), kT/EF, loss q=0, loss 2kF, C sqrt(t), angle mean:
    2.5 0.0201 2.46e-22 0.0760 0.0760 0.0139
    5.0 0.0402 1.57e-11 0.1075 0.1075 0.0279
   10.0 0.0804 3.96e-06 0.1520 0.1520 0.0557
   20.0 0.1608 1.99e-03 0.2151 0.2150 0.1113
   77.0 0.6190 1.99e-01 0.4268 0.4218 0.3643
  300.0 2.4118 6.61e-01 0.7189 0.8325 0.7048
loss at 10 K against q/2kF:
  0.25 6.82e-06
  0.50 4.41e-05
  0.75 1.45e-03
  0.90 2.46e-02
  0.95 6.53e-02
  1.00 1.52e-01
eps(2kF) at 0 K 1.4373, at 10 K 1.3709
squared backscattering potential, 10 K / 0 K: 1.0993
Neglected effects:
Kane alpha 0.6 /eV, a = alpha EF 0.00643
  q=0 loss from non-parabolicity, 5 K: 4.29e-07
  q=0 loss from non-parabolicity, 10 K: 1.71e-06
quantum lifetime 5.0 ps, half-width 0.0658 meV
kT at 10 K 0.8617 meV
broadened loss at 2kF: 0 K 0.0535, 10 K 0.1572
broadened loss at q=0, 0 K: 1.95e-03
Hubbard local field G(2kF) 0.447
  polarizability factor at 0 K 1.243
  loss at 2kF, 10 K, with local field 0.1822
second subband above first (hard walls) 168 meV
```
